\section*{Do Random Indium Neighbours Connect Across InGaZnO4?}

\section{A decision about which orbitals to keep}

A transport calculation for an amorphous InGaZnO$_4$ transistor channel becomes much smaller if electrons are allowed to sit on indium ions alone and to move between neighbouring indium ions alone. Before the reduced model is built, one has to decide whether such a network reaches from source to drain. If it does not, the model gives zero current at any mobility assigned to its links, and gallium, zinc or longer hops must be put back.

One cation in three is indium. I assume that the cations occupy a close-packed, face-centred-cubic lattice, and that each site holds indium with probability $p=1/3$, independently of all others. Two indium ions are called connected if they are nearest cation neighbours. The lattice stands in for the packing of cations in the amorphous oxide; the oxygen ions enter through the density alone. The question is then one of site percolation: does a connected cluster span a large sample?

The answer depends on the dimension. In a thick film the network spans. In one isolated close-packed layer of the same composition it does not.

\section{The estimate on the back of an envelope}

A site has $z=12$ neighbours in the bulk lattice and $z=6$ within one close-packed layer. The mean number of indium neighbours is $zp$, which is 4 in bulk and 2 in a layer. The site thresholds are about $0.199$ for the bulk lattice and $1/2$ for the layer, which is a triangular lattice. Therefore
\begin{equation}
0.199<p=\tfrac13<\tfrac12 ,
\end{equation}
and the bulk connects while the layer does not.

The thresholds carry the whole argument, and neighbour counting cannot replace them. Suppose a path has arrived at an indium ion. Apart from the site it came from, $z-1$ neighbours remain, of which $(z-1)p$ are indium on average. The number of non-repeating paths of $m$ steps from a given site is at most $z(z-1)^{m-1}$, and each is open with probability $p^m$, given an indium start. The mean number of open paths is thus at most
\begin{equation}
z(z-1)^{m-1}p^m=zp\,[(z-1)p]^{m-1}.
\end{equation}
If $(z-1)p<1$, this vanishes for large $m$ and no long network exists. The condition $(z-1)p\ge1$ is therefore necessary. It is not sufficient: the layer has $(z-1)p=5/3$, yet lies below its threshold. Many of the counted paths lead back to the same few sites, because the lattice is full of short closed loops. Triangles are the shortest of these, but they are not essential: the square lattice has none, and at the same $(z-1)p=5/3$, which means $p=5/9$, it too lies below its site threshold of about $0.593$.

\section{Lengths and layers}

Let $d$ be the distance between neighbouring cations. The lattice is generated by three vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ of length $d$ at mutual angles of $60^\circ$, so that $\mathbf a_i\cdot\mathbf a_j=d^2/2$ for $i\neq j$. The squared cell volume is the determinant of these scalar products:
\begin{equation}
V^2=d^6\begin{vmatrix}1&\frac12&\frac12\\ \frac12&1&\frac12\\ \frac12&\frac12&1\end{vmatrix}
=d^6\left(1+\tfrac14-\tfrac34\right)=\frac{d^6}{2}.
\end{equation}
There is one cation per cell, so the cation density $n$ and the distance $d$ obey
\begin{equation}
n=\frac1V=\frac{\sqrt2}{d^3},\qquad d=\left(\frac{\sqrt2}{n}\right)^{1/3}.
\end{equation}
The vectors $\mathbf a_1$ and $\mathbf a_2$ span a close-packed layer with area $d^2\sin60^\circ=\sqrt3\,d^2/2$ per site. The layer spacing is volume over area,
\begin{equation}
h=\frac{d^3/\sqrt2}{\sqrt3\,d^2/2}=\sqrt{\tfrac23}\,d .
\end{equation}

For the example I take a mass density $\rho=6.0$ g/cm$^3$, a rough typical value. The formula unit has molar mass $M=313.92$ g/mol and three cations, so $n=3\rho N_A/M=34.53$ nm$^{-3}$, with $N_A$ the Avogadro constant. This gives
\begin{equation}
d=\left(\frac{1.414}{34.53}\right)^{1/3}\text{nm}=0.345\ \text{nm},\qquad h=0.281\ \text{nm}.
\end{equation}
A channel 30 nm thick contains $30/0.281\approx107$ layers. Geometrically it is far from being a single layer. In a working transistor, however, the gate holds the electrons near the insulator: for sheet densities of $0.5$--$1\times10^{13}$ cm$^{-2}$, an effective mass of 0.34 and a dielectric constant of about 10, a variational estimate puts their mean depth at 2 to 2.5 nm, only seven to nine layers.

\section{Why the layer threshold is one half}

Take a rhombus of the triangular lattice with equal sides, and draw a hexagonal cell around each site. Neighbouring sites have cells that share an edge, and three cells meet at every corner. Call the two cation classes I (indium) and O (other). Either I connects left to right, or O connects bottom to top, and never both.

Both cannot occur, since the two paths would have to cross in the plane. Links of the triangular lattice meet only at sites, so the paths would share a site, which cannot be I and O at once.

To see that one must occur, add a frame of I cells on the left and right and of O cells on the bottom and top. Start at the bottom-left corner and follow the boundary between I and O inward, with I on the left hand and O on the right. At each cell corner the third cell is I or O, and in either case there is one way to go on. The walk cannot branch, and it cannot close on itself, because each corner it visits has just two boundary edges. It must leave at another corner of the frame. At the top-right corner O would be on the left hand, so that exit is excluded. If the walk leaves at the bottom right, the I cells along its left side link the left frame to the right frame. If it leaves at the top left, the O cells along its right side link bottom to top.

Let $R(p)$ be the probability that I crosses from left to right. The O sites have fraction $1-p$, and exchanging the two axes maps the rhombus onto itself, so O crosses from bottom to top with probability $R(1-p)$. One of the two events happens, hence
\begin{equation}
R(p)+R(1-p)=1,\qquad R(\tfrac12)=\tfrac12
\label{dual}
\end{equation}
at every size. I now use a known property of this model without proving it: for large rhombi $R$ tends to 0 below a single threshold $p_c$ and to 1 above it. If $p_c$ were less than $1/2$, $R(1/2)$ would tend to 1; if it were greater, to 0. Both contradict (\ref{dual}), so $p_c=1/2$.

\section{How fast connection dies out in a layer}

The device has a finite length, so one would like the chance that a layer at $p=1/3$ connects over that length. It can be bounded without using the value of the threshold.

Measure distance by the smallest number of neighbour steps. Start from an indium ion at the origin. Let $C$ be the set of indium sites joined to it by paths that stay within distance $n$, and let $G(n)$ be the mean number of sites of $C$ at distance $n$. (Here $n$ is a number of steps, not the density.) Let $P_m$ be the probability that the origin is connected to some site at distance $m$ or more.

Suppose a path reaches distance $kn$ with $k\ge2$, and let $x$ be its last site in $C$. The next site is indium and adjacent to $x$. Were it within distance $n$, it would belong to $C$; so it lies outside, and $x$ is at distance $n$. After $x$ the path avoids $C$. It also avoids the sites found to be non-indium while $C$ was being determined. It therefore runs through sites not yet examined, whose occupation is still random with probability $p$. By the triangle inequality it must get at least $(k-1)n$ steps away from $x$. Forbidding some sites can only make this harder, so for each $x$ the chance is at most $P_{(k-1)n}$. Summing over the possible $x$ and averaging over $C$,
\begin{equation}
P_{kn}\le G(n)\,P_{(k-1)n}.
\end{equation}
For $k=1$, the chance that at least one site at distance $n$ is reached does not exceed the mean number reached, so $P_n\le G(n)$. Repeated use gives
\begin{equation}
P_{kn}\le G(n)^k .
\label{decay}
\end{equation}
If $G(n)<1$ for a single $n$, connection decays at least exponentially with distance.

At $p=1/3$ simulation gives $G(20)=0.0080\pm0.0014$, where the error is one standard error. I use the mean plus three standard errors, $0.0121$. The result below is thus a bound given this sampled input, not a mathematical proof.

Let the channel be 10 $\mu$m long and 50 $\mu$m wide. It contains 1450 successive blocks of 20 steps. A path may begin at any of about $5\times10^4/0.345\approx1.4\times10^5$ sites along the source. Adding the bounds for all starting sites,
\begin{equation}
\log_{10}P\lesssim\log_{10}(1.4\times10^5)+1450\log_{10}(0.0121)\approx-2775 .
\end{equation}
The exponent is no estimate of the probability itself. It says that a nearest-neighbour indium network in one random layer can be discarded for this channel.

\section{The bulk threshold from finite samples}

The triangular symmetry has no counterpart in three dimensions, and the bulk threshold has to be found numerically. Give every site a random number $u$ between 0 and 1, and call it indium if $u<x$. As $x$ rises, indium sites are added and none removed. Each sample thus has its own crossing threshold, the smallest $x$ at which opposite faces are connected. Let $m$ be the mean of this threshold over samples with $L$ sites along an edge, and $\sigma$ its standard deviation.

To leading order in large $L$, the shift of the mean and the spread shrink with the same power $w$:
\begin{equation}
m=p_c+aL^{-w},\qquad \sigma=bL^{-w}.
\end{equation}
This is the finite-size scaling assumption. The second relation gives $L^{-w}=\sigma/b$, and inserting this in the first gives $m=p_c+(a/b)\sigma$, a straight line whose value at $\sigma=0$ is the threshold. Two sizes determine its slope, $a/b=(m_1-m_2)/(\sigma_1-\sigma_2)$, so that
\begin{equation}
p_c=m_2-\sigma_2\,\frac{m_1-m_2}{\sigma_1-\sigma_2},
\end{equation}
and the exponent $w$ is not needed. For $L=10$ the mean is 0.2201 and the spread 0.0347; for $L=24$ they are 0.2060 and 0.0125. Hence
\begin{equation}
p_c=0.2060-0.0125\times\frac{0.0141}{0.0222}=0.198 .
\end{equation}
This agrees with 0.199 within the test tolerance of 0.006, which allows for sampling noise and for corrections to leading-order scaling. With samples of this size the sampling error of the extrapolated value is about 0.003, so its third digit is not fixed. The indium fraction exceeds the threshold by about two thirds of the threshold value, so the verdict does not depend on the last digit.

The clusters show the same contrast. In simulated bulk samples at $p=1/3$, 98.7\% of the indium belongs to the largest cluster. Part of the rest is easily identified: an ion has no indium neighbour with probability
\begin{equation}
(1-p)^{12}=(2/3)^{12}=0.0077,
\end{equation}
against 0.0075 in the simulation. In a layer of $300\times300$ sites the largest cluster holds 0.3\% of the indium, or about 90 ions out of 30\,000. Isolation alone does not explain this, since $(2/3)^6=0.088$: more than nine in ten ions in the layer do have an indium neighbour, but the clusters stay small.

\section{How thin may the film be?}

Between one layer and the bulk lie films of a few layers. Their thresholds for crossing along the film, simulated with 96 sites along each in-plane edge, are
\begin{center}
\begin{tabular}{cc}
layers & mean crossing threshold\\
1 & $0.502\pm0.002$\\
2 & $0.361\pm0.002$\\
3 & $0.313\pm0.002$\\
4 & $0.284\pm0.001$
\end{tabular}
\end{center}
The errors are standard errors at this one size; no extrapolation in size was made. The first row can be compared with theory. $R(x)$ is the probability that the sample threshold lies below $x$, so (\ref{dual}) makes the distribution of thresholds symmetric about $1/2$, and its mean is $1/2$ at any size.

The fraction $1/3$ lies between the second and third rows. If the thresholds of large films differ from these values by less than 0.02, two layers do not connect over long distances and three do. Three layers are $3\times0.281=0.84$ nm thick. Adding layers at fixed random composition leaves every existing path in place, so all thicker films connect as well, including the 107-layer channel. The bulk verdict is therefore reached by a second route. The conclusion holds for random mixing, close-packed neighbours and uniform composition. At three layers the margin is only about 0.02, so 0.84 nm is not a design rule: in a real film of that thickness, missing contacts or uneven thickness can break the network.

\section{What could overturn the verdict}

\subsection{Fewer neighbours}

An amorphous oxide need not give every cation twelve close neighbours. As a simple model, keep each contact of the lattice with probability $q$, at random. Compare this with removing indium ions instead, so that a fraction $pq$ of sites remains. Explore a cluster outward in both models. The first attempt to enter a new site succeeds with probability $pq$ in either case. After a failure the site is lost in the second model, whereas in the first it may be an indium ion still reachable through another contact. Contact removal is thus the milder damage. The network survives whenever $pq>p_c$, and the critical value satisfies
\begin{equation}
q_c\le\frac{p_c}{p}=\frac{0.198}{0.333}=0.59,
\end{equation}
or $12\times0.59\approx7.1$ contacts per cation. Direct simulation with 20 sites along an edge gives $q_c\approx0.49$, or about six contacts. In this model roughly half the contacts can be lost before the bulk network breaks.

\subsection{Order instead of randomness}

Without random mixing, the fraction $1/3$ alone does not settle the question. Label the sites $i\mathbf a_1+j\mathbf a_2+k\mathbf a_3$ and place indium where $i+2j$ is a multiple of 3, which selects one third of the sites. The twelve neighbour vectors are $\pm\mathbf a_1,\pm\mathbf a_2,\pm\mathbf a_3$ and the differences $\pm(\mathbf a_1-\mathbf a_2)$, $\pm(\mathbf a_1-\mathbf a_3)$, $\pm(\mathbf a_2-\mathbf a_3)$. They change $i+2j$ by $\pm1,\pm2,0$ and by $\mp1,\pm1,\pm2$. Only $\pm\mathbf a_3$ leads from indium to indium. The ions form separate straight chains leaning out of the layers, and nothing connects along the film, although $p$ is well above 0.199.

Order can also help. In crystalline InGaZnO$_4$ indium occupies layers of its own. Such a layer has $p=1$ and connects trivially, so the single-layer result above must not be applied to it.

\subsection{Electrons that reach further}

Connection of neighbours is a geometrical property, while an electron may also hop to an indium ion that is not a nearest neighbour. In a layer the second neighbours lie at $\sqrt3\,d=0.597$ nm. If links to them are allowed too, the simulated layer threshold falls from $1/2$ to $0.292\pm0.004$, below $1/3$, and the single layer connects.

The cost of the longer hop can be estimated by tunnelling. Let the wave leave the ion equally in all directions, and write it as $\psi=\chi(r)/r$. In atomic units, for an electron of effective mass $m$ at an energy $U$ below the top of a flat barrier, the radial equation is
\begin{equation}
-\frac{1}{2m}\chi''+U\chi=0,\qquad \chi\propto e^{-\kappa r},\qquad \kappa=\sqrt{2mU},
\end{equation}
where the decaying solution is taken. The probability density $|\psi|^2$ falls as $e^{-2\kappa r}/r^2$, and I take the strength of a hop to be proportional to it. With $m=0.34$, a rough typical value for this oxide, and a chosen barrier of 1 eV, $\kappa=2.99$ nm$^{-1}$. The extra distance is $\Delta=(\sqrt3-1)d=0.252$ nm, so the exponential part weakens the longer hop by
\begin{equation}
e^{-2\kappa\Delta}=e^{-2\times2.99\times0.252}\approx0.22 .
\end{equation}
The part $1/r^2$ contributes another factor $1/3$, because the distance grows by $\sqrt3$. Together they give about 0.074. The longer hop is thus weaker by a factor of about 14, which is a strong reduction but no cutoff. The missing nearest-neighbour network in a layer therefore need not make the layer an insulator. A flat barrier and a single effective mass are crude over such distances, and the barrier height was chosen, not derived, so the factor is only a rough guide.

Zinc may take part as well. If it carried electrons on equal terms with indium, the active fraction would be $2/3$, above the layer threshold of $1/2$.

\section{The estimate and the real channel compared}

The quick estimate and the fuller treatment agree on both verdicts. The fuller treatment adds the film thickness at which the answer changes, an upper bound on the chance that a layer connects over the channel length, and the conditions under which the comparison of $p$ with a threshold means anything.

A channel some tens of nanometres thick and micrometres long is an ordinary size for oxide transistors, and the density and mass used here are typical to rough accuracy. The 50 $\mu$m width hardly matters, since it enters the layer bound through a logarithm. Real amorphous films break the assumption of a regular lattice with twelve equal contacts. Within the contact-removal model, losing half of them raises the bulk threshold from about 0.20 to about $1/3$, which would use up the whole margin. Preferences of one cation for another as neighbour break the assumption of independence, and the chain example shows that strong order can change the answer altogether. How far a given film departs from random mixing has to come from a structural model of that film.

For the original decision, an indium-only model with nearest-neighbour links is geometrically admissible for the full 30 nm thickness if mixing is close to random and clearly more than six of the twelve contacts survive. That margin is a bulk value. If the current is confined to a thin accumulation layer, more contacts are needed: the critical fraction $q_c$ rises to about 0.57 for ten layers and 0.65 for six. The criterion is also classical. In a hopping Hamiltonian on the same network the states at the band edge are localised on indium-rich patches even though the cluster spans, and a matrix element scales with the amplitude $|\psi|$, not with $|\psi|^2$. Whether the model gives the right mobility is a separate question. In the bulk lattice the second neighbours lie at $\sqrt2\,d$, closer than in a layer, and the same tunnelling estimate gives hops to them a relative strength of $e^{-2\kappa(\sqrt2-1)d}/2\approx0.21$. These hops are weaker by a factor of only about 5, and there are six of them. The 24 third neighbours at $\sqrt3\,d$, each of strength 0.074, weigh more in total. Treated as a resistor network with these strengths at $p=1/3$, the bulk conductance grows by a factor of roughly 1.7 when the second shell is added and roughly 3 when the third is added too. Within this rough estimate the omitted hops carry most of the current, so a nearest-neighbour model that connects can still misjudge the mobility badly. For a single random layer of this channel length, those hops or the other cations must be included from the start. Two layers lie close to the threshold. They are not expected to connect over micrometres, but a channel of two layers that is short and wide may connect by chance, so its length and width have to be part of the decision. The main values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
indium fraction: 0.3333
bulk threshold, extrapolated: 0.1981
bulk mean threshold, L=10: 0.2201, spread 0.0347
bulk mean threshold, L=24: 0.2060, spread 0.0125
film threshold, 1 layer(s): 0.5021 +/- 0.0024
film threshold, 2 layer(s): 0.3606 +/- 0.0018
film threshold, 3 layer(s): 0.3126 +/- 0.0015
film threshold, 4 layer(s): 0.2843 +/- 0.0010
thinnest film clearly connecting: 3 layers
indium neighbours, bulk: 3.976; layer: 1.990
isolated indium, bulk: simulated 0.0075, formula 0.0077
isolated indium, layer: simulated 0.0896, formula 0.0878
indium share in largest cluster, bulk: 0.9867
indium share in largest cluster, 300x300 layer: 0.0031
layer G(20): 0.0080 +/- 0.0014; upper value used 0.0121
decay check at fraction 0.2: G(4) = 0.1820, cube 0.00603, reach 12 = 0.00020
critical kept-contact fraction, L=20: 0.494
mean cation contacts left there: 5.93
safe bound on kept fraction: 0.594, contacts 7.13
layer threshold with second neighbours: 0.2918 +/- 0.0042
active fraction if zinc also carries: 0.6667
ordered case crosses along a1, a2, a3: [False, False, True]
mass density, rough input: 6.0 g/cm3
molar mass: 313.92 g/mol
cation density: 34.53 per nm3
cation neighbour distance: 0.345 nm
layer spacing: 0.281 nm
channel thickness: 30 nm = 107 layers
thinnest clearly connecting film: 0.84 nm
channel length: 10 um; width: 50 um
blocks of 20 steps along channel: 1450
log10 bound on single-layer connection: -2775
effective mass, rough input: 0.34 electron masses
chosen barrier: 1.0 eV
second-neighbour distance: 0.597 nm
extra tunnelling distance: 0.252 nm
decay constant kappa: 2.987 per nm
tunnelling factor for extra distance: 0.221
\end{verbatim}
